# Coverage ratio of two irreversibly adsorbing species on shared sites

## The decision that hangs on the result

A calculation of film composition for two precursors dosed together can either integrate the adsorption kinetics through the pulse or assign the composition directly from two rate constants. The second route is justified if adsorption is irreversible, the surface starts bare, the flux ratio stays fixed, and both species see the same availability of sites at every moment. The pulse length and the form of the site-blocking law then affect how much is adsorbed, but not the proportion of the two species. If the availabilities differ, the kinetics must be integrated, and the error of the shortcut can reach a factor of two in the example below.

## Statement and conventions

Let \(\theta_A\) and \(\theta_B\) be the fractions of equivalent surface sites held by A and B, with \(\theta=\theta_A+\theta_B\). Assume

\[
\frac{d\theta_A}{dt}=k_A f,\qquad \frac{d\theta_B}{dt}=k_B f,\qquad f\ge 0, \tag{1}
\]

where \(k_A,k_B>0\) are constant and \(f\) is the same factor in both equations, equal to 1 on the bare surface under steady dosing. Nothing desorbs, exchanges or converts, and the surface starts bare. Then, as soon as anything has adsorbed,

\[
\frac{\theta_A(t)}{\theta_B(t)}=\frac{k_A}{k_B}, \tag{2}
\]

and the same ratio holds in the limit of saturation. At \(t=0\) the left side is \(0/0\); code should return \(k_A/k_B\) there instead of dividing.

The rate constants in (2) include the fluxes. In a gas of number density \(n=p/k_BT\) (here \(k_BT\) is the thermal energy), the velocity component toward the surface has a Gaussian distribution of variance \(\sigma^2=k_BT/m\). The number of molecules striking unit area per unit time is

\[
F=n\int_0^\infty \frac{v_z\,e^{-v_z^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dv_z
=\frac{n\sigma}{\sqrt{2\pi}}=\frac{p}{\sqrt{2\pi m k_BT}} .
\]

With bare-surface sticking probability \(s_i\) and \(N\) sites per unit area, each molecule taking one site,

\[
k_i=\frac{s_iF_i}{N},\qquad
\frac{k_A}{k_B}=\frac{s_A\,p_A}{s_B\,p_B}\sqrt{\frac{m_B}{m_A}} . \tag{3}
\]

The coverage ratio therefore differs from the pressure ratio unless the sticking probabilities and masses compensate.

## Proof without solving the kinetics

Multiply the first equation of (1) by \(k_B\), the second by \(k_A\), and subtract:

\[
\frac{d}{dt}\left(k_B\theta_A-k_A\theta_B\right)=k_Bk_Af-k_Ak_Bf=0 .
\]

The bracket is constant. It vanishes on the bare surface, so \(k_B\theta_A=k_A\theta_B\) at all later times. Division by \(k_B\theta_B\) gives (2). Since the equality holds at every time, it also holds in the limit \(t\to\infty\).

The form of \(f\) was not used. It may depend on \(\theta_A\) and \(\theta_B\) separately, on time, or on a third species that occupies sites. The requirement is that, at a given moment, A and B meet the same \(f\). A common ramp of both fluxes can be absorbed into \(f\), so constant fluxes are sufficient but not necessary.

If the surface starts with coverages \(\theta_{A0}\) and \(\theta_{B0}\), the conserved bracket gives

\[
\frac{\theta_A-\theta_{A0}}{\theta_B-\theta_{B0}}=\frac{k_A}{k_B}. \tag{4}
\]

The increments keep the ratio; the total coverages do so if the initial coverages were already in that ratio.

There is also a converse. Let the rates be \(r_A(t)\) and \(r_B(t)\). If \(\theta_A=R\,\theta_B\) with constant \(R\) throughout the pulse, differentiation gives \(r_A=R\,r_B\) throughout the pulse. A constant ratio thus requires proportional rates, and sharing the same sites does not by itself supply them.

## Three blocking laws, one ratio

**Langmuir adsorption.** If each arrival meets a randomly chosen site, \(f=1-\theta\). Adding the equations in (1), with \(k=k_A+k_B\), gives \(d\theta/dt=k(1-\theta)\), so \(1-\theta=e^{-kt}\). Inserting this into (1) and integrating from zero,

\[
\theta_i(t)=k_i\int_0^t e^{-kt'}dt'=\frac{k_i}{k}\left(1-e^{-kt}\right). \tag{5}
\]

For \(kt\ll1\) this is \(\theta_i\approx k_it\), independent uptake. For \(kt\gg1\) it approaches the shares \(x_i=k_i/k\). Full coverage is approached but not reached in finite time.

**Mobile precursor.** Suppose a weakly held molecule visits random sites before it binds or leaves. Over an empty site it binds with probability \(p_a\) and leaves with probability \(p_b\); over a filled site it leaves with probability \(p_b'\). Otherwise it hops and starts again. Its total binding probability \(S\) obeys

\[
S=(1-\theta)p_a+\left[(1-\theta)(1-p_a-p_b)+\theta(1-p_b')\right]S .
\]

Move the term in \(S\) to the left and write \(1=(1-\theta)+\theta\):

\[
S=\frac{(1-\theta)p_a}{(1-\theta)(p_a+p_b)+\theta p_b'} .
\]

At \(\theta=0\) this is \(p_a/(p_a+p_b)\). Dividing by that value gives the availability factor

\[
f=\frac{1-\theta}{1-\theta+K\theta},\qquad K=\frac{p_b'}{p_a+p_b}. \tag{6}
\]

This assumes that the probability of entering the weakly held state does not depend on coverage and that its population is small. If \(K\) is the same for A and B, then (2) holds. The total coverage follows from

\[
k\,dt=\frac{1+(K-1)\theta}{1-\theta}\,d\theta
=\left[\frac{K}{1-\theta}-(K-1)\right]d\theta ,
\]

\[
kt=-K\ln(1-\theta)-(K-1)\theta . \tag{7}
\]

\(K=1\) recovers Langmuir adsorption. As \(K\to0\), \(\theta=kt\) until the surface is full: a precursor that never leaves a filled site always finds an empty one.

A simulation in which every hop lands on an independently drawn site, with \(p_a=0.2\), \(p_b=0.1\), \(p_b'=0.09\) and \(\theta=0.6\), gave \(S=0.4599\); the formula gives 0.4598. That independence is an assumption of (6): hops between nearest neighbours on a frozen random square lattice revisit the same sites and give \(S\approx0.450\).

**Blocking by neighbours.** Bulky molecules leave correlated gaps, and \(f\) is then not simply \(1-\theta\). Take a long line of sites on which a molecule of either species needs its own site and both neighbours empty. Let \(P_n\) be the probability that \(n\) given consecutive sites are empty, with \(n\ge2\). Such a run is destroyed by adsorption on any of its \(n-2\) inner sites, whose neighbours are known to be empty. It is also destroyed at either end site, if one further site outside is empty. Hence

\[
\frac{dP_n}{dt}=-(n-2)kP_n-2kP_{n+1}.
\]

Try \(P_n=e^{-(n-2)kt}\varphi(t)\). The first term on the right cancels against the derivative of the exponential, leaving \(\varphi'=-2ke^{-kt}\varphi\) for every \(n\). With \(\varphi(0)=1\),

\[
\varphi=\exp\left[-2\left(1-e^{-kt}\right)\right].
\]

Adsorption at a site needs three empty sites, so \(d\theta_i/dt=k_iP_3\). This has the form (1) with \(f=P_3=e^{-kt}\varphi\). Put \(y=1-e^{-kt}\), so that \(dy=ke^{-kt}dt\):

\[
\theta=\int_0^{y}e^{-2y'}dy'=\tfrac12\left\{1-\exp\left[-2\left(1-e^{-kt}\right)\right]\right\}. \tag{8}
\]

The line jams at \((1-e^{-2})/2=0.4323\), far below full coverage, with the ratio (2) intact.

**Fluctuations.** Equation (2) concerns mean coverages. In the neighbour-blocking model, acceptance of an arrival does not depend on its species, so each adsorbed molecule is A with probability \(x_A\), independently of the others. Among \(n\) adsorbed molecules the number of A is binomial, and the measured share of A has standard deviation \(\sqrt{x_Ax_B/n}\). The same argument applies to Langmuir adsorption.

## Worked example: gadolinium-doped CeO2

Two tris(isopropylcyclopentadienyl) precursors, cerium (A) and gadolinium (B), are dosed together at 523 K without carrier gas for 1 s. The inputs are round model values: pressures 0.010 and 0.001 Torr, sticking probabilities 0.001 and 0.002, and \(N=2\) sites per nm². The molecular masses are 461.6 and 478.8 u.

The fluxes are 7149 and 702 molecules per nm² per second, so

\[
k_A=\frac{0.001\times7149}{2}\approx3.574\ \mathrm{s^{-1}},\qquad
k_B=\frac{0.002\times702}{2}=0.702\ \mathrm{s^{-1}} .
\]

Their ratio is 5.09, about half the pressure ratio of 10, because B sticks twice as well. The saturation shares are \(x_A=3.574/4.276=0.836\) and \(x_B=0.164\), or 1.67 and 0.33 molecules per nm².

| Time (s) | Langmuir \(\theta_A,\ \theta_B\) | Precursor, \(K=0.3\): \(\theta_A,\ \theta_B\) |
|---|---|---|
| 0.01 | 0.0350, 0.0069 | 0.0355, 0.0070 |
| 0.10 | 0.291, 0.057 | 0.330, 0.065 |
| 0.30 | 0.604, 0.119 | 0.743, 0.146 |
| 1.00 | 0.824, 0.162 | 0.836, 0.164 |

Before rounding, every row has the ratio 5.092 in both models. The precursor fills the surface sooner because molecules landing on filled sites can still find empty ones. A third species blocking the same sites at \(k_C=k_A/2\) lowers the final coverages to 0.589 and 0.116 and leaves their ratio unchanged.

The neighbour-blocking model was also simulated on 300,000 sites with separate random arrival times for A and B, without integrating a rate equation. The coverage was 0.2505 at 0.1 s and 0.4327 at jamming, against 0.2507 and 0.4323 from (8). The ratio was 5.11 at both times. At jamming \(n\approx130{,}000\), so the standard deviation of the A share is about 0.001. Since \(R=x_A/(1-x_A)\) has derivative \(1/x_B^2\), the ratio has a standard deviation of about \(0.001/0.164^2\approx0.04\). The departure from 5.09 is within that noise.

A fully covered patch of 10 nm by 10 nm has 200 sites. Its A share has standard deviation 0.026, which makes the ratio uncertain by about 1.0. A composition map of a single adsorbed layer at that scale will scatter even if (2) holds perfectly for the mean. Averaging over many independently adsorbed layers reduces the scatter.

## Where the shortcut fails, and by how much

Each case below changes one assumption and keeps the other example parameters fixed. The reference ratio is 5.09.

**Unequal site demand.** Let B need a second empty site while landing but keep only one. With random mixing, and \(v=1-\theta\) the empty fraction, \(\dot\theta_A=k_Av\) and \(\dot\theta_B=k_Bv^2\), so \(\dot v=-k_Av-k_Bv^2\). Dividing \(\dot\theta_A\) by \(\dot v\) and integrating from \(v=1\) to \(v=0\),

\[
\theta_A(\infty)=\int_0^1\frac{k_A\,dv}{k_A+k_Bv}
=\frac{k_A}{k_B}\ln\left(1+\frac{k_B}{k_A}\right). \tag{9}
\]

This is 0.913, so the saturated ratio is \(0.913/0.087\approx10.5\). The pulse starts at 5.09 and drifts, because \(d\theta_A/d\theta_B=k_A/(k_Bv)\) grows as sites fill. For \(k_B\ll k_A\), B receives \((k_B/k_A)\int_0^1v\,dv\), half its Langmuir share; this explains the near doubling. Adsorbed molecules that stay where they land do not mix, and the saturated ratio is then slightly higher, about 10.8 on a line and 10.7 on a square lattice.

**Unequal precursor mobility.** Let A have \(K_A=0.3\) and B have \(K_B=1\). From (6), the ratio of the rates is \(k_A/\{k_B[1+(K_A-1)\theta]\}\). The fraction of each new increment \(d\theta\) taken by A is therefore \(k_A/\{k_A+k_B[1+(K_A-1)\theta]\}\), and

\[
\theta_A(\infty)=\frac{k_A}{k_B(K_A-1)}
\ln\frac{k_A+k_BK_A}{k_A+k_B}. \tag{10}
\]

The saturated ratio becomes 7.9.

**Late valve.** If B arrives 20 ms late, A first covers \(\theta_{A0}=1-e^{-k_A\tau}=0.069\), where \(\tau\) is the delay. The remaining 0.931 is divided in the shares \(x_A,x_B\), as (4) requires:

\[
\frac{\theta_A}{\theta_B}\to\frac{0.069+0.931\times0.836}{0.931\times0.164}\approx5.54 .
\]

This is the value at saturation. The error is larger after a shorter pulse, and a longer pulse cannot remove what remains, since nothing leaves the surface.

**Slow desorption of B.** Let B desorb at rate \(k_d\ll k\) while A stays. Once the surface is nearly full, refilling balances desorption, \(kv\approx k_d\theta_B\). Then

\[
\dot\theta_B=k_Bv-k_d\theta_B\approx-(1-x_B)k_d\theta_B=-x_Ak_d\theta_B,
\]

\[
\theta_B\approx x_Be^{-x_Ak_dt}. \tag{11}
\]

A model barrier of 1.6 eV and prefactor \(10^{13}\ \mathrm{s^{-1}}\) give \(k_d=3.8\times10^{-3}\ \mathrm{s^{-1}}\). After 1 s the ratio is 5.11, a change of 0.3%. After 600 s of continued dosing it is 40, with \(\theta_B=0.0242\) both from integration and from (11). The limit of infinite time is therefore not the plateau reached in a pulse: A eventually displaces B.

**Depletion above a flat wafer.** Let the gas cross a stagnant layer of thickness \(\delta\) with diffusivity \(\lambda u/3\), where \(\lambda\) is the mean free path and \(u\) the mean molecular speed. Neglect the bulk flow that uptake draws toward the surface. On a bare surface, diffusive supply then equals uptake: \((\lambda u/3)(n_0-n_s)/\delta=s\,n_su/4\), with densities \(n_0\) above the layer and \(n_s\) at the surface. Hence \(n_s/n_0=1/(1+3s\delta/4\lambda)\). For \(\delta=10\) mm and \(\lambda=1.1\) mm, the latter from a rough molecular size of 1 nm, the initial flux ratio A/B rises by 0.7%. The value scales inversely with the diffusivity; the hard-sphere binary diffusivity of kinetic theory, about \(0.58\,\lambda u\), gives about 0.4%. Without carrier gas the bulk flow changes the individual densities, but it carries both species in proportion and, for such weak depletion, leaves this shift in their ratio nearly unchanged. A shorter mean free path, as with added carrier gas, enlarges the effect in this model.

**Depletion in a narrow hole.** Take a closed hole of depth \(L\) and width \(w\ll\lambda\), with diffusivity \(wu/3\). Balancing diffusion through the cross-section \(\pi w^2/4\) against uptake on the perimeter \(\pi w\) gives

\[
\frac{\pi w^2}{4}\,\frac{wu}{3}\,\frac{d^2n_i}{dz^2}=\pi w\,\frac{s_iv\,n_iu}{4}.
\]

With depth measured in units of \(L\) and \(c_i\) the flux relative to the mouth,

\[
c_i''=h_i^2\,v\,c_i,\qquad h_i^2=3s_i\left(\frac Lw\right)^2 . \tag{12}
\]

The small difference in \(u\) between the species cancels. Uptake on the end face is neglected, so \(c_i'=0\) there. On bare walls \(v=1\), and the flux at the bottom is \(1/\cosh h_i\). At aspect ratio 20, \(h_A^2=1.2\) and \(h_B^2=2.4\), giving relative fluxes 0.60 and 0.41. This diffusion model somewhat understates the depletion: it neglects the resistance of the mouth and uptake on the end face, and it uses the diffusivity of an infinitely long tube. The local flux ratio starts 1.48 times too high. As the walls fill, \(v\to0\) and both fluxes return to their mouth values, so the accumulated error is smaller: following the filling to saturation gives a bottom ratio of 6.3, or 23–24% above the reference. Free-molecular transport with diffuse re-emission from the walls, solved without the diffusion approximation, gives bottom fluxes of about 0.57 and 0.37, a starting factor of about 1.53 and a saturated ratio of about 6.4. Equation (2) still describes sites with a constant local flux ratio, but the gas no longer delivers one.

## Relation to a real process

The temperature, site density and sticking probabilities are model inputs; sticking probabilities can differ by orders of magnitude between chemistries. Two molecules per nm² is more than intact molecules 1 nm across could reach, since closest packing of such discs gives 1.15 per nm². The chosen density therefore implies a smaller footprint, for example after loss of ligands. It cancels from the ratio (3). Doped oxides are often grown by alternating separate pulses, to which (2) does not apply, since A and B do not compete for sites during the same dose. The composition then depends on the uptake in each pulse and on how many pulses of each precursor are used. Many reactors also use carrier gas at pressures well above the 0.011 Torr assumed here. Released ligands that occupy sites preserve the ratio if they hinder A and B equally. Thermal decomposition is not modelled. With the parameters chosen here, unequal site demand gives the largest shift among the effects sized for a single pulse, moving the ratio from 5.1 to 10.5 at saturation; other delays, mobilities or aspect ratios could change that order. Equating the adsorbed ratio with the metal ratio of the film further assumes that adsorbed A and B leave, on average, the same number of metal atoms per molecule.

## Implementation

1. Compute \(k_A\) and \(k_B\) from (3), using local fluxes.
2. Confirm that both species have the same site demand and the same dependence of sticking on coverage. If not, integrate the two rate equations.
3. For a bare start, obtain the total \(\theta(t)\) from the chosen blocking law and set \(\theta_i=x_i\theta\). For a preloaded surface, apply the shares to the increment, as in (4).
4. Compare \(k_d\) times the dosing time with 1, and the valve delay \(\tau\) with \(1/k\), where \(k=k_A+k_B\). The shortcut is safe in these respects when both are small and \(\tau\) is also short compared with the pulse. For a short delay of B, the relative error in the ratio is about \(k\tau/\Delta\theta\), where \(\Delta\theta\) is the total coverage added after B arrives. This is about \(k\tau\) if the surface fills completely, about \(2.3\,k\tau\) for the neighbour-blocking line at jamming, where \(\Delta\theta\approx0.43\), and larger for a shorter pulse.
5. In deep features, evaluate \(h_A^2\) and \(h_B^2\). If they differ and either is not small, solve (12) together with the filling of the walls.

The numerical output that follows gives the values to more digits.

## Computed values

```
temperature 523 K, site density 2.0 per nm^2
pressure A, B: 0.010, 0.001 Torr
mass A, B: 461.6, 478.8 u
sticking A, B: 0.0010, 0.0020
flux A, B: 7149.0, 702.0 per nm^2 per s
rate constant kA, kB, sum: 3.5745, 0.7020, 4.2765 1/s
pressure ratio A/B: 10.00
rate-constant ratio kA/kB: 5.0919
saturation shares A, B: 0.8358, 0.1642
saturation density A, B: 1.672, 0.328 per nm^2
largest relative ratio error, 5 factors: 5.1e-14
Langmuir: time s, thetaA, thetaB, ratio
  0.01 0.03499 0.00687 5.0919
  0.10 0.29084 0.05712 5.0919
  0.30 0.60413 0.11865 5.0919
  1.00 0.82424 0.16187 5.0919
precursor model, common K = 0.3: time s, thetaA, thetaB, ratio
  0.01 0.03551 0.00697 5.0919
  0.10 0.33043 0.06489 5.0919
  0.30 0.74336 0.14599 5.0919
  1.00 0.83584 0.16415 5.0919
third blocker, kC = 1.7872 1/s: final A, B, ratio 0.5895, 0.1158, 5.0919
hopping test: pa 0.2, pb 0.1, pb' 0.09, theta 0.6
  sticking simulated, formula: 0.4599, 0.4598
blocking lattice, 300000 sites: time s, theta, formula, ratio
  0.1 0.2505 0.2507 5.109
  0.3 0.3820 0.3822 5.090
  inf 0.4327 0.4323 5.109
block variance / binomial variance: 0.976
10 nm x 10 nm patch: 200 sites, s.d. of A share 0.0262
Neglected effects, ratio A/B (ideal value above):
B needs two empty sites to land, saturation: 10.4974
unequal mobility KA = 0.3, KB = 1, saturation: 7.9205
B late by 20 ms: preload A 0.0690, final ratio 5.5434
B desorption: barrier 1.6 eV, prefactor 1e+13 1/s
  desorption rate 3.819e-03 1/s
  ratio after 1 s and 600 s: 5.1071, 40.32
  thetaB after 600 s, integrated and formula: 0.02420, 0.02418
mean free path 1.11 mm (molecule size 1.0 nm)
flat wafer, 10 mm gas layer: initial flux-ratio factor 1.0067
hole, aspect ratio 20: h^2 for A, B 1.20, 2.40
  initial relative flux at bottom A, B: 0.6015, 0.4065
  initial flux-ratio factor at bottom: 1.480
  saturated coverage ratio at bottom: 6.30
```
